# Electron-transfer coupling in the hydrogen molecular ion at large separation: a program that tests the result

```python
"""Gerade-ungerade splitting of the hydrogen molecular ion, clamped protons.

Result under test (Hartree atomic units, R = proton separation):
    splitting = E_u - E_g = (4/e) R exp(-R) [1 + 1/(2R) + O(1/R^2)]
    electron-transfer coupling V = splitting / 2
Symbols: xi = (r_a + r_b)/R, eta = (r_a - r_b)/R, E = electronic energy,
p = R sqrt(-E/2), A = separation constant, parity 0 = gerade, 1 = ungerade.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import laguerre, legendre
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto

HARTREE_MEV = const.value("Hartree energy in eV") * 1e3
TIME_FS = const.value("atomic unit of time") * 1e15


# ---------- separated equations as tridiagonal matrices ----------
def angular_bands(p, parity, size):
    """d(1-eta^2)d + p^2 eta^2 in normalised Legendre functions."""
    unit = p * 0 + 1
    ls = [unit * (2 * k + parity) for k in range(size)]
    diag = [-l * (l + 1) + p * p * (2 * l * l + 2 * l - 1)
            / ((2 * l - 1) * (2 * l + 3)) for l in ls]
    off = [p * p * (l + 1) * (l + 2)
           / ((2 * l + 3) * ((2 * l + 1) * (2 * l + 5)) ** 0.5)
           for l in ls[:-1]]
    return diag, off


def radial_bands(p, R, size):
    """d(xi^2-1)d + 2 R xi - p^2 xi^2 in exp(-x/2) L_n(x), x = 2p(xi-1)."""
    s = R / p
    diag = [-p * (4 * n + 2) + 2 * R - p * p - (2 * n * n + 2 * n + 1)
            + s * (2 * n + 1) for n in range(size)]
    off = [(n + 1) ** 2 - s * (n + 1) for n in range(size - 1)]
    return diag, off


def top_pair(bands):
    values, vectors = eigh_tridiagonal(np.array(bands[0]), np.array(bands[1]))
    return values[-1], vectors[:, -1]


def solve_state(R, parity, size=40):
    """Return electronic energy, A, p, radial and angular coefficients."""
    def mismatch(E):
        p = R * np.sqrt(-E / 2)
        return (top_pair(radial_bands(p, R, size))[0]
                + top_pair(angular_bands(p, parity, size))[0])
    centre = -0.5 - 1 / R
    E = brentq(mismatch, centre - 0.1, centre + 0.1, xtol=1e-15, rtol=1e-14)
    p = R * np.sqrt(-E / 2)
    A, angular = top_pair(angular_bands(p, parity, size))
    radial = top_pair(radial_bands(p, R, size))[1]
    return E, A, p, radial, angular


def splitting(R):
    return solve_state(R, 1)[0] - solve_state(R, 0)[0]


def leading(R):
    return 4 * R * np.exp(-R - 1)


# ---------- wave functions and midplane flux ----------
def radial_function(state, xi):
    x = 2 * state[2] * (xi - 1)
    return np.exp(-x / 2) * laguerre.lagval(x, state[3])


def angular_series(state, parity):
    coeff = np.zeros(2 * len(state[4]))
    ls = 2 * np.arange(len(state[4])) + parity
    coeff[ls] = state[4] * np.sqrt((2 * ls + 1) / 2)
    return coeff


def midplane_analysis(R):
    """Splitting from the flux, leakage P, midpoint factor f, flatness of f."""
    g, u = solve_state(R, 0), solve_state(R, 1)
    t, wt = legendre.leggauss(100)
    length = 25 / g[2]
    xi, wxi = 1 + length * (t + 1) / 2, wt * length / 2
    eta, weta = (t + 1) / 2, wt / 2
    Yg, Yu = angular_series(g, 0), angular_series(u, 1)
    Xg, Xu = radial_function(g, xi), radial_function(u, xi)
    psi_g = np.outer(Xg, legendre.legval(eta, Yg))
    psi_u = np.outer(Xu, legendre.legval(eta, Yu))
    volume = (2 * np.pi * R**3 / 8 * np.outer(wxi, weta)
              * (xi[:, None]**2 - eta[None, :]**2))
    norm_g = np.sqrt(2 * np.sum(volume * psi_g**2))
    norm_u = np.sqrt(2 * np.sum(volume * psi_u**2))
    half_overlap = np.sum(volume * psi_g * psi_u) / (norm_g * norm_u)
    flux = (np.pi * R / 2 * legendre.legval(0.0, Yg)
            * legendre.legval(0.0, legendre.legder(Yu))
            * np.sum(wxi * Xg * Xu) / (norm_g * norm_u))
    leak = 0.5 - abs(half_overlap)
    midpoint = abs(radial_function(g, 1.0) * legendre.legval(0.0, Yg)) / norm_g
    factor = midpoint / np.sqrt(2) * np.sqrt(np.pi) * np.exp(R / 2)
    xi_off = np.sqrt(1 + 2 / R)          # typical angle: theta^2 = 2/R
    flatness = (radial_function(g, xi_off) / radial_function(g, 1.0)
                * np.exp(R * (xi_off - 1) / 2))
    return flux / half_overlap, leak, factor, flatness


# ---------- independent two-centre Gaussian calculation ----------
def orthogonal_eigh(H, S):
    s, U = eigh(S)
    keep = s > 1e-8
    T = U[:, keep] / np.sqrt(s[keep])
    values, vectors = eigh(T.T @ H @ T)
    return values, T @ vectors


def gaussian_ion(R):
    basis = gto.expand_etbs([(0, 16, 0.02, 2.0), (1, 10, 0.03, 2.0),
                             (2, 7, 0.05, 2.0)])
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                charge=1, spin=1, basis={"H": basis}, verbose=0)
    S, kinetic = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    H = kinetic + mol.intor("int1e_nuc")
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        one_proton = kinetic - mol.intor("int1e_rinv")
    half = S.shape[0] // 2
    atom = orthogonal_eigh(one_proton[:half, :half], S[:half, :half])[1][:, 0]
    left = np.concatenate([atom, np.zeros(half)])
    right = np.concatenate([np.zeros(half), atom])
    values, C = orthogonal_eigh(H, S)
    return values, C, H, S, left, right


def two_orbital_splitting(R):
    """Closed form for the 1s + 1s and 1s - 1s trial functions."""
    S = (1 + R + R * R / 3) * np.exp(-R)
    J = 1 / R - np.exp(-2 * R) * (1 + 1 / R)
    K = (1 + R) * np.exp(-R)
    return 2 * (K - S * J) / (1 - S * S)


# ---------- high-precision roots for large separations ----------
def continued_fraction(bands, value):
    diag, off = bands
    tail = diag[-1] - value
    for n in range(len(off) - 1, -1, -1):
        tail = diag[n] - value - off[n] ** 2 / tail
    return tail


def precise_energy(R, parity, size=120):
    start = solve_state(float(R), parity)

    def equations(E, A):
        p = R * mp.sqrt(-E / 2)
        return [continued_fraction(angular_bands(p, parity, size), A),
                continued_fraction(radial_bands(p, R, size), -A)]
    root = mp.findroot(equations, (mp.mpf(start[0]), mp.mpf(start[1])),
                       tol=mp.mpf(10) ** -60)
    return root[0]


# ---------- energies, splitting and coupling from 6 to 12 bohr ----------
distances = np.arange(6.0, 13.0)
delta = {}
print("R [bohr], total E_g and E_u [hartree]")
for R in distances:
    Eg, Eu = solve_state(R, 0)[0], solve_state(R, 1)[0]
    delta[R] = Eu - Eg
    print(f"{R:4.0f}  {Eg + 1 / R:.8f}  {Eu + 1 / R:.8f}")
print("R [bohr], splitting, coupling V, leading V [hartree], V/leading")
for R in distances:
    print(f"{R:4.0f}  {delta[R]:.5e}  {delta[R] / 2:.5e}"
          f"  {leading(R) / 2:.5e}  {delta[R] / leading(R):.4f}")

# convergence with the size of the expansions
for R in (6.0, 12.0):
    larger = solve_state(R, 1, 60)[0] - solve_state(R, 0, 60)[0]
    assert abs(larger / delta[R] - 1) < 1e-6

# Gaussian diagonalization, no separation of variables
print("R [bohr], splitting in Gaussian basis [hartree]")
for R in (6.0, 9.0, 12.0):
    levels = gaussian_ion(R)[0]
    gaussian_delta = levels[1] - levels[0]
    print(f"{R:4.0f}  {gaussian_delta:.5e}")
    # finite basis: one per cent allowed for the tail between the protons
    assert abs(gaussian_delta / delta[R] - 1) < 0.01

# flux through the midplane
print("R [bohr], splitting from flux [hartree], leakage P, midpoint f")
for R in (6.0, 12.0):
    by_flux, leak, factor, _ = midplane_analysis(R)
    print(f"{R:4.0f}  {by_flux:.5e}  {leak:.3e}  {factor:.4f}")
    assert abs(by_flux / delta[R] - 1) < 1e-5
    assert 0 < leak < 0.05

# polarised tail: midpoint factor (2/sqrt e)(1 + 3/(4R)), flat on the plane
limit_factor = 2 / np.sqrt(np.e)
slope = {R: (midplane_analysis(R)[2] / limit_factor - 1) * R
         for R in (20.0, 40.0)}
slope_limit = 2 * slope[40.0] - slope[20.0]
flat = midplane_analysis(40.0)[3]
print(f"limit of midpoint f: {limit_factor:.4f}")
print(f"1/R coefficient of midpoint f, extrapolated: {slope_limit:.3f}")
print(f"f off axis / f on axis, R = 40 bohr: {flat:.5f}")
assert abs(slope_limit - 0.75) < 0.03
assert abs(flat - 1) < 0.003

# unpolarised 1s orbital in the flux integral gives R exp(-R)
R = 12.0


def bare_flux(rho):
    r = np.hypot(rho, R / 2)
    return 2 * np.exp(-2 * r) / np.pi * (R / 2) / r * 2 * np.pi * rho


bare = quad(bare_flux, 0, 40, epsabs=1e-16, epsrel=1e-10, limit=200)[0]
assert abs(bare / (R * np.exp(-R)) - 1) < 1e-6
print(f"unpolarised flux / true splitting, 12 bohr: {bare / delta[R]:.4f}")

# large-separation limit and corrections
mp.mp.dps = 75
far = [40, 60, 80, 100]
ratios = []
for R_far in far:
    R_mp = mp.mpf(R_far)
    gap = precise_energy(R_mp, 1) - precise_energy(R_mp, 0)
    ratios.append(float(gap / (4 * R_mp * mp.exp(-R_mp - 1))))
series = np.linalg.solve(np.vander(1 / np.array(far, float), 4,
                                   increasing=True), ratios)
print(f"splitting/leading at 40 and 100 bohr: {ratios[0]:.6f} {ratios[-1]:.6f}")
print(f"extrapolated limit of the ratio: {series[0]:.6f}")
print(f"extrapolated 1/R coefficient: {series[1]:.4f}")
print(f"estimated 1/R^2 coefficient: {series[2]:.1f}")
assert abs(series[0] - 1) < 1e-4
assert abs(series[1] - 0.5) < 5e-3
assert series[2] < 0            # opposite sign to the 1/R term

crossing = brentq(lambda r: splitting(r) / leading(r) - 1, 6.0, 12.0)
print(f"separation where leading formula is met: {crossing:.2f} bohr")
for R in (6.0, 12.0):
    corrected = delta[R] / (leading(R) * (1 + 1 / (2 * R)))
    print(f"ratio with 1/(2R) included, {R:.0f} bohr: {corrected:.4f}")

# two-orbital treatment and time-dependent transfer at 6 bohr
R = 6.0
levels, C, H, S, left, right = gaussian_ion(R)
Haa, Hab, Sab = left @ H @ left, left @ H @ right, left @ S @ right
two_orbital = (Haa - Hab) / (1 - Sab) - (Haa + Hab) / (1 + Sab)
assert abs(two_orbital / two_orbital_splitting(R) - 1) < 0.01
assert abs(two_orbital_splitting(60.0) / leading(60.0) - np.e / 3) < 1e-3
for R_show in (6.0, 12.0):
    print(f"two-orbital / true splitting, {R_show:.0f} bohr: "
          f"{two_orbital_splitting(R_show) / delta[R_show]:.4f}")
print(f"two-orbital / leading, limit e/3: {np.e / 3:.4f}")


def population_right(time):
    amplitude = np.sum((C.T @ S @ right) * np.exp(-1j * levels * time)
                       * (C.T @ S @ left))
    return abs(amplitude) ** 2


full_time = np.pi / delta[R]
full, halfway = population_right(full_time), population_right(full_time / 2)
print(f"1s population on far proton at pi/splitting, 6 bohr: {full:.3f}")
print(f"same at half that time: {halfway:.3f}")
assert full > 0.95 and abs(halfway - 0.5) < 0.05
print(f"gap from E_u to next level, 6 bohr: {levels[2] - levels[1]:.3f} hartree")
assert levels[2] - levels[1] > 5 * delta[R]

# main results in practical units
for R in (6.0, 12.0):
    print(f"coupling V at {R:.0f} bohr: {delta[R] / 2 * HARTREE_MEV:.4g} meV")
    print(f"transfer time at {R:.0f} bohr: "
          f"{np.pi / delta[R] * TIME_FS:.4g} fs")
decay = -2 * np.log(delta[12.0] / delta[6.0]) / 6
decay_leading = 2 - 2 * np.log(2) / 6
print(f"mean decay constant of V^2, 6-12 bohr: {decay:.4f} per bohr")
print(f"same from leading formula: {decay_leading:.4f} per bohr")
assert abs(decay - decay_leading) < 0.03
print("checks complete")
```

It prints:

```
R [bohr], total E_g and E_u [hartree]
   6  -0.51196905  -0.49064389
   7  -0.50559400  -0.49627171
   8  -0.50257039  -0.49860602
   9  -0.50119545  -0.49954383
  10  -0.50057873  -0.49990107
  11  -0.50029923  -0.50002442
  12  -0.50016831  -0.50005789
R [bohr], splitting, coupling V, leading V [hartree], V/leading
   6  2.13252e-02  1.06626e-02  1.09426e-02  0.9744
   7  9.32229e-03  4.66115e-03  4.69648e-03  0.9925
   8  3.96437e-03  1.98219e-03  1.97456e-03  1.0039
   9  1.65162e-03  8.25812e-04  8.17199e-04  1.0105
  10  6.77660e-04  3.38830e-04  3.34034e-04  1.0144
  11  2.74808e-04  1.37404e-04  1.35173e-04  1.0165
  12  1.10412e-04  5.52062e-05  5.42479e-05  1.0177
R [bohr], splitting in Gaussian basis [hartree]
   6  2.13131e-02
   9  1.64925e-03
  12  1.10146e-04
R [bohr], splitting from flux [hartree], leakage P, midpoint f
   6  2.13252e-02  8.913e-03  1.3026
  12  1.10412e-04  4.086e-05  1.2991
limit of midpoint f: 1.2131
1/R coefficient of midpoint f, extrapolated: 0.744
f off axis / f on axis, R = 40 bohr: 0.99962
unpolarised flux / true splitting, 12 bohr: 0.6678
splitting/leading at 40 and 100 bohr: 1.010500 1.004685
extrapolated limit of the ratio: 1.000001
extrapolated 1/R coefficient: 0.4998
estimated 1/R^2 coefficient: -3.1
separation where leading formula is met: 7.60 bohr
ratio with 1/(2R) included, 6 bohr: 0.8995
ratio with 1/(2R) included, 12 bohr: 0.9770
two-orbital / true splitting, 6 bohr: 0.8932
two-orbital / true splitting, 12 bohr: 0.8811
two-orbital / leading, limit e/3: 0.9061
1s population on far proton at pi/splitting, 6 bohr: 0.990
same at half that time: 0.494
gap from E_u to next level, 6 bohr: 0.345 hartree
coupling V at 6 bohr: 290.1 meV
transfer time at 6 bohr: 3.563 fs
coupling V at 12 bohr: 1.502 meV
transfer time at 12 bohr: 688.3 fs
mean decay constant of V^2, 6-12 bohr: 1.7545 per bohr
same from leading formula: 1.7690 per bohr
checks complete
```
